# Entropic Repulsion of Noncrossing Surface Steps from Free Fermions

**Q.** You say that steps on a vicinal surface repel one another even when their energy contains no interaction. What could push them apart?

**A.** Let us first fix what is being counted. Take $N$ steps running along $y$, with positions $x_i(y)$. Each path is single-valued, so there are no overhangs, and the steps keep their order: $x_1<x_2<\dots<x_N$. The surface is in equilibrium, without islands or a growth flux, and I omit elastic, electronic and attractive interactions.

A thermal step wanders sideways. Neighbours forbid some of its paths, and closer neighbours forbid more. Fewer paths mean less entropy and a higher free energy. The task is to calculate that increase relative to a lone step.

**Q.** Then you need the cost of wandering. Why should it be the stiffness and not the line tension?

**A.** Because tilting a step changes both its length and its orientation. Let $\beta(\theta)$ be its free energy per unit of its own length, at angle $\theta$ to the $y$ axis. Per unit length along $y$, the cost is
$$
\phi(s)=\frac{\beta(\theta)}{\cos\theta},\qquad s=\frac{dx}{dy}=\tan\theta .
$$
For small angles $\theta=s+O(s^3)$ and $1/\cos\theta=1+\theta^2/2+\dots$. With $\beta$ and its derivatives taken at $\theta=0$,
$$
\phi(s)=\left(\beta+\beta's+\tfrac12\beta''s^2\right)\left(1+\tfrac12s^2\right)+\dots
=\beta+\beta's+\tfrac12(\beta+\beta'')s^2+\dots
$$
I take left and right to be equivalent, so $\beta'=0$. The constant $\beta$ belongs to a lone straight step and drops out of the comparison. What remains is
$$
\mathcal E[x]=\frac{\tilde\beta}{2}\int dy\left(\frac{dx}{dy}\right)^2,\qquad \tilde\beta=\beta+\beta'' .
$$
This is a coarse-grained description. It holds over lengths that contain many kinks, and for slopes small enough that the quadratic term suffices.

**Q.** Can you connect that stiffness to actual kinks?

**A.** Yes, in a simple row model. In each row of length $a$ the step moves by $0$, $+a$ or $-a$. A kink costs $\varepsilon$, so the relative weights are $1$, $w$ and $w$, with $w=e^{-\varepsilon/kT}$. The mean squared move per row is
$$
\sigma^2a^2=\frac{2w}{1+2w}\,a^2 .
$$
The rows are independent, so variances add. Over a length $\Delta y$ containing many rows, the variance is $D\Delta y$, where
$$
D=\frac{\sigma^2a^2}{a}=\frac{2wa}{1+2w}.
$$
If that length also contains many kinks, the displacement distribution near its centre is proportional to $\exp[-\Delta x^2/(2D\Delta y)]$. The elastic line gives $\exp[-\tilde\beta\Delta x^2/(2kT\Delta y)]$. Equating the exponents gives
$$
\tilde\beta=\frac{kT}{D}.
$$
Here $D$ is a length: it is squared wandering per length along the step, not a diffusion constant in time.

I choose round parameters, not those of a named material: $a=0.4$ nm, $\varepsilon=100$ meV and $T=900$ K. Then $kT=77.556$ meV and $w=0.2754$, so
$$
\sigma^2=\frac{0.5508}{1.5508}=0.3552,\qquad D=0.3552\times0.4\ \text{nm}=0.1421\ \text{nm}.
$$
The stiffness is $77.556/0.14208=545.9$ meV/nm. A separate calculation of $\beta+\beta''$, from a numerical Legendre transform and differences in angle, agrees to about one part in ten thousand.

**Q.** So far this is a random walk. Where does quantum mechanics enter?

**A.** Through the equation for the sum over paths. For a short piece of length $\eta$, normalise the path weight so that a lone step has total weight one:
$$
K_\eta(u)=\frac{1}{\sqrt{2\pi D\eta}}\,e^{-u^2/(2D\eta)} .
$$
Let $\Psi(x,y)$ be the total weight of paths reaching $x$ at $y$. Adding the next piece gives
$$
\Psi(x,y+\eta)=\int du\,K_\eta(u)\,\Psi(x-u,y)
=\Psi+\frac{D\eta}{2}\frac{\partial^2\Psi}{\partial x^2}+O(\eta^2).
$$
The first-order term in $u$ vanishes by symmetry, and the mean of $u^2$ is $D\eta$. Hence
$$
-\frac{\partial\Psi}{\partial y}=\hat H\Psi,\qquad
\hat H=-\frac D2\sum_{i=1}^{N}\frac{\partial^2}{\partial x_i^2}
$$
for $N$ steps. This is a Schrödinger equation in imaginary time, with $y$ as the time, $\hbar=1$ and mass $1/D=\tilde\beta/kT$. The steps remain classical; the two problems share an equation.

An eigenfunction with eigenvalue $E$ decays as $e^{-Ey}$. For a very long step length $L_y$, the lowest eigenvalue $E_0$ dominates. Since the partition function varies as $e^{-E_0L_y}$, the free energy per length along $y$ is $kTE_0$. A lone step on a ring has a constant lowest eigenfunction and $E_0=0$, as the normalisation requires.

**Q.** Steps are not electrons. Why should they obey the Pauli principle?

**A.** They do not have fermionic statistics. They have a boundary condition that antisymmetry satisfies. Forbidden contact means $\Psi=0$ at $x_i=x_{i+1}$. Continue $\Psi$ to other orderings of the coordinates by changing its sign at each exchange of neighbours. As a function of $r=x_{i+1}-x_i$ it is then odd. It vanishes at $r=0$, its slope is continuous there, and it obeys the free equation on both sides. Conversely, every continuous antisymmetric function vanishes at contact. The restricted problem has become one of free fermions.

**Q.** That is tidy for wave functions. Show me that it counts paths correctly.

**A.** Use a signed sum over all ways of joining starting points to end points, with the sign of the permutation. If two paths meet, exchange their tails after their first meeting, using a fixed rule to choose the pair when several meet. The product of weights is unchanged, but the permutation changes sign. Such contributions cancel in pairs. Paths that never meet keep their order, so they carry the identity permutation and a plus sign. The signed sum, which is a determinant of one-path weights, is the noncrossing weight.

For a small count, let three walkers start at sites $0,2,4$, move by $\pm1$ in every row, and return after eight rows. Their separations are even, so they cannot cross without meeting. One walker has $\binom84=70$ paths with no net displacement, $\binom85=56$ with displacement two, and $\binom86=28$ with displacement four. Thus
$$
\begin{vmatrix}70&56&28\\56&70&56\\28&56&70\end{vmatrix}
=70(1764)-56(2352)+28(1176)=24696 .
$$
Explicit propagation of the noncrossing walkers gives the same number. Without the restriction there are $70^3=343000$ path triples. The restriction leaves about 7% of them.

**Q.** What wave numbers may the fermions have on a periodic surface? An even number of them could cause trouble.

**A.** It does affect the boundary condition. Put the steps on a ring of width $L=N\ell$, where $\ell$ is the mean spacing. Moving $x_1$ to $x_1+L$ restores the physical configuration, but restoring the coordinate order takes $N-1$ exchanges. Therefore
$$
\Psi(x_1+L,x_2,\dots,x_N)=(-1)^{N-1}\Psi(x_1,x_2,\dots,x_N),
$$
and a plane wave must satisfy $e^{ikL}=(-1)^{N-1}$. For odd $N$, $kL/2\pi$ is an integer; for even $N$ it is a half-integer. In both cases the $N$ distinct values with the smallest $k^2$ are
$$
k_j=\frac{2\pi}{L}\left(j-\frac{N-1}{2}\right),\qquad j=0,1,\dots,N-1 .
$$

This was tested on a ring of discrete sites, where $k^2/2$ is replaced by $1-\cos k$, with $k$ in inverse sites. Hard-core configurations were diagonalized without fermion signs. For four steps on twelve sites both methods give a lowest rate of $0.65393$, in units of $D$ divided by the squared site spacing. Integer wave numbers would give $0.76795$, which is wrong.

**Q.** Now fill the levels. I want to see the sum.

**A.** Each occupied level contributes $Dk_j^2/2$. The required sum is
$$
\begin{aligned}
\sum_{j=0}^{N-1}\left(j-\frac{N-1}{2}\right)^2
&=\frac{N(N-1)(2N-1)}6-\frac{N(N-1)^2}{2}+\frac{N(N-1)^2}{4}\\
&=N(N-1)\left[\frac{2N-1}{6}-\frac{N-1}{4}\right]
=\frac{N(N^2-1)}{12}.
\end{aligned}
$$
Therefore
$$
E_0=\frac D2\,\frac{4\pi^2}{L^2}\,\frac{N(N^2-1)}{12}
=\frac{\pi^2D\,N(N^2-1)}{6L^2}.
$$
Divide by $N$, insert $L=N\ell$, multiply by $kT$, and use $D=kT/\tilde\beta$:
$$
F_N=\frac{kTE_0}{N}
=\frac{\pi^2(kT)^2}{6\tilde\beta\ell^2}\left(1-\frac1{N^2}\right).
$$
For many steps this becomes
$$
F=\frac{\pi^2(kT)^2}{6\tilde\beta\,\ell^2}.
$$
This is the interaction free energy per step and per unit length along $y$. It is positive and falls with spacing, hence a repulsion.

**Q.** Can I check the coefficient without trusting the fermions?

**A.** For two steps, yes. Their separation $r$ has twice the variance of one step, so its operator is $-D\,d^2/dr^2$. On the ring, contact occurs at $r=0$ and at $r=L$. The lowest function is $\sin(\pi r/L)$, with $E_0=\pi^2D/L^2$. With $L=2\ell$, the free energy per step is
$$
\frac{kT}{2}\,\frac{\pi^2D}{4\ell^2}=\frac{\pi^2kTD}{8\ell^2}.
$$
The general formula gives $(\pi^2/6)(1-1/4)=\pi^2/8$, the same coefficient. For $N=1$ it gives zero.

**Q.** You let the steps become infinitely long. How long is long enough?

**A.** Long enough for the first excited state to die out. On the ring, the cheapest excitation moves the outermost fermion from $(N-1)/2$ to $(N+1)/2$, in units of $2\pi/L$. It costs
$$
\Delta E=\frac D2\,\frac{4\pi^2}{L^2}\,\frac{(N+1)^2-(N-1)^2}{4}
=\frac{2\pi^2DN}{L^2}=\frac{2\pi^2D}{N\ell^2}.
$$
The condition is $L_y\gg1/\Delta E=N\ell^2/(2\pi^2D)$. In the example with four steps at 4 nm, $\ell^2/D=112.6$ nm, so $1/\Delta E\approx4\times112.6/19.74\approx23$ nm.

This is the condition for one state of the whole ring to dominate. For many steps, the free energy per step needs less. If the steps close on themselves along $y$, a finite $L_y$ acts like a temperature for the fermions and disturbs only levels within about $1/L_y$ of the highest filled one, which lies at $Dk^2/2$ with $k\approx\pi/\ell$. These are a small fraction of all levels once $L_y\gg\ell^2/D$, whatever the number of steps. Free ends add an end term to the total free energy; its share per unit length falls only as $1/L_y$.

**Q.** Is there a picture behind the inverse square?

**A.** A lone step wanders an rms distance $\sqrt{Dy}$ over length $y$. It reaches a distance $\ell$ after the collision length
$$
y_c=\frac{\ell^2}{D}.
$$
Each encounter removes a sizeable fraction of the path weight, which costs a free energy of order $kT$. The cost per length is therefore of order $kT/y_c$. This is not the entropy loss alone: confined steps also have fewer kinks, and the kink energy saved offsets part of that loss. The full calculation supplies the factor:
$$
F=\frac{\pi^2}{6}\frac{kT}{y_c}.
$$
At 4 nm this is $1.645\times77.556/112.6=1.133$ meV/nm. At 8 nm the collision length is four times as large, 450.4 nm, and $F$ falls to $0.283$ meV/nm.

Do not read the formula as a pure $T^2$ law, because $\tilde\beta$ also depends on temperature. In the row model $F=\pi^2kTD/(6\ell^2)$. At low temperature $D\approx2ae^{-\varepsilon/kT}$, so the repulsion disappears exponentially as the kinks freeze out.

**Q.** I have also seen an inverse cube attached to this interaction. Which power is right?

**A.** Both, for different quantities. There are $1/\ell$ steps per unit width, so the free energy per projected surface area is
$$
f_{\rm int}=\frac F\ell=\frac{\pi^2(kT)^2}{6\tilde\beta\ell^3}.
$$
For step height $h$ and surface slope $p=h/\ell$, this is $\pi^2(kT)^2p^3/(6\tilde\beta h^3)$, a term cubic in slope.

The force per step length also falls as an inverse cube. Widening the ring at fixed $N$ changes the total interaction $NF$ while $dL=N\,d\ell$, so the mean push between neighbours is
$$
-\frac{d(NF)}{dL}=-\frac{dF}{d\ell}=\frac{2F}{\ell}.
$$
At 4 nm it is $2\times1.133/4=0.566$ meV/nm$^2$. In an evenly spaced train the mean pushes from the two sides balance; a boundary or an uneven spacing reveals them.

**Q.** Real steps have lattice sites and kinks. Does your continuum coefficient survive?

**A.** As the leading term at large spacing, it does in the row model. There I diagonalized the transfer matrix directly, forbidding steps to share a site or exchange places. At $\ell=4$ nm, or ten lattice constants, the results are:

| $N$ | Direct $F_N$ (meV/nm) | Formula (meV/nm) | Ratio |
|---|---:|---:|---:|
| 2 | 0.833 | 0.850 | 0.981 |
| 3 | 0.988 | 1.007 | 0.981 |
| 4 | 1.042 | 1.062 | 0.981 |

The nearly constant ratio supports the factor $1-1/N^2$. The remaining difference is about 2% of the formula value.

**Q.** Is that 2% numerical error, or can you explain it?

**A.** For two steps it follows from the contact rule. Measure their separation $r$ in lattice constants. In one row, $r$ changes by $+1$ with probability $p_1=2w/(1+2w)^2$, and by $+2$ with $p_2=w^2/(1+2w)^2$; the negative changes have the same probabilities. Let $u(r)$ be the lowest function. For a wide ring its eigenvalue lies below one only by an amount of order $(a/L)^2$, so near contact it may be set to one:
$$
p_2[u(r+2)+u(r-2)-2u(r)]+p_1[u(r+1)+u(r-1)-2u(r)]=0 .
$$
The forbidden separations require $u(0)=u(-1)=0$. Try $u=z^r$ and set $q=z+1/z-2$. Since $z^2+1/z^2-2=q^2+4q$, the equation becomes
$$
q\,[p_2(q+4)+p_1]=0 .
$$
The root $q=0$ gives the solutions $1$ and $r$. The other, with $p_1/p_2=2/w$, gives
$$
z+\frac1z=-2-\frac2w .
$$
Choose the root with $|z|<1$, which decays away from contact, and write $u=r+\delta+Bz^r$. The condition at $r=0$ gives $B=-\delta$. The condition at $r=-1$ then gives $-1+\delta-\delta/z=0$, so
$$
\delta=\frac{z}{z-1}=\frac{|z|}{1+|z|},
$$
where the last form uses $z<0$. For $w=0.2754$, $|z|=0.109$ and $\delta=0.0985$.

Away from contact, $u$ looks like $r+\delta$, as if the wall stood at $-\delta$. Each end of the interval for $r$ is shifted, so its width grows from $2\ell$ to $2\ell+2\delta a$. To this order,
$$
\frac{F_2^{\rm row}}{F_2}\approx\left(1+\frac{\delta a}{\ell}\right)^{-2}.
$$
At ten lattice constants this gives $(1.00985)^{-2}=0.981$, as found. At 64 nm the calculated ratio is $0.9988$, and removing the term of order $a/\ell$ by extrapolation gives $0.999997$. The exponent between 32 and 64 nm is $-1.998$. That the same shift controls large $N$ is a conjecture suggested by the three equal ratios in the table.

**Q.** Then would measuring an inverse-square law prove that the repulsion is entropic?

**A.** No. Suppose the steps also had a repulsive energy $A/r^2$ per length. Stretching all $x$ coordinates by a factor $\lambda$ divides both the derivative term and this energy by $\lambda^2$. The eigenvalues still scale as $\ell^{-2}$, but with another coefficient. The exponent alone cannot separate the two causes; the coefficient, together with an independently known stiffness, carries more information.

This case is not hypothetical: on real crystals the elastic strain fields of steps give a repulsion of this $A/r^2$ form. It enters at the same order in $\ell$, so the coefficient on a real surface can be well above the one derived here, which holds only when such energies are negligible. The formula also needs spacings well above $a$, small step slopes and equilibrium. During growth by step flow, attachment kinetics can set the terrace widths, and this free energy alone does not determine them. The numerical output gives the remaining spacings and the direct force comparison.

## Computed values

```
lattice constant = 0.4 nm
kink energy = 100 meV
temperature = 900 K
kT = 77.556 meV
kink weight w = 0.2754
mean squared kink per row = 0.3552 lattice constants^2
wandering D = 0.14208 nm
stiffness kT/D = 545.86 meV/nm
stiffness from beta+beta'' = 545.90 meV/nm
paths, 3 walkers, 8 rows, back to start:
  noncrossing = 24696, unrestricted = 343000
hard-core ring, lowest rate in D/site^2:
  N=3, 13 sites: direct 0.22908795, fermion 0.22908795
  N=4, 12 sites: direct 0.65393479, fermion 0.65393479
  N=4 with wrong boundary sign: 0.76794919
many steps, continuum formula:
  spacing 2 nm: collision length 28.2 nm
    F per step length = 4.53149 meV/nm
    F per area = 2.265746 meV/nm^2
    force per step length = 4.531492 meV/nm^2
  spacing 4 nm: collision length 112.6 nm
    F per step length = 1.13287 meV/nm
    F per area = 0.283218 meV/nm^2
    force per step length = 0.566436 meV/nm^2
  spacing 8 nm: collision length 450.4 nm
    F per step length = 0.28322 meV/nm
    F per area = 0.035402 meV/nm^2
    force per step length = 0.070805 meV/nm^2
  spacing 16 nm: collision length 1801.8 nm
    F per step length = 0.07080 meV/nm
    F per area = 0.004425 meV/nm^2
    force per step length = 0.008851 meV/nm^2
row model at spacing 4 nm, F in meV/nm:
  N=2: direct 0.83328, formula 0.84965, ratio 0.9807
  N=3: direct 0.98767, formula 1.00700, ratio 0.9808
  N=4: direct 1.04171, formula 1.06207, ratio 0.9808
two steps, row model:
  spacing 4 nm: F = 8.3328e-01 meV/nm, ratio to formula 0.98073
  spacing 8 nm: F = 2.1034e-01 meV/nm, ratio to formula 0.99026
  spacing 16 nm: F = 5.2843e-02 meV/nm, ratio to formula 0.99510
  spacing 32 nm: F = 1.3243e-02 meV/nm, ratio to formula 0.99754
  spacing 64 nm: F = 3.3149e-03 meV/nm, ratio to formula 0.99877
exponent from last two spacings = -1.9982
extrapolated ratio at large spacing = 0.999997
force at 64 nm, two steps, in meV/nm^2:
  direct 1.0353e-04, formula 1.0372e-04
```
